**Gap amplitude and order parameter in the renormalized mean-field t-J model**

The program solves the zero-temperature d-wave equations with Gutzwiller factors g_t = 2x/(1+x) and g_s = 4/(1+x)², where x is the number of holes per site, t = 0.3 eV and J = 0.1 eV. Here Δ is the bond pair amplitude before projection, D = (3/2)g_sJΔ is the gap amplitude, and Φ = g_tΔ is the order parameter after projection. It asserts the projection factors and the Wick formula in a two-site Fock space, and the momentum formulas against real-space diagonalization. It also asserts that direct energy minimization at x = 0.10 reproduces the self-consistent solution, and that the d-wave energy lies below the best extended s-wave trial energy found. Further assertions cover the half-filled integral, the initial slope of Φ, grid convergence at x = 0.30 and the logarithmic growth of the pairing average at small D. On the computed doping grid, D is asserted to fall at every step and Φ to have a single maximum. The output shows D falling from 0.203 eV at x = 0 to 0.021 eV at x = 0.30, with Φ largest, at 0.058, near x = 0.18.

## Check in Python

```python
"""Renormalized mean-field theory of the square-lattice t-J model at T = 0.

Result under test: with Gutzwiller factors g_t = 2x/(1+x), g_s = 4/(1+x)^2,
the d-wave gap amplitude D = 1.5 g_s J Delta falls with hole doping x, while
the superconducting order parameter Phi = g_t Delta forms a dome.
chi   : bond hopping amplitude, summed over spin, in the unprojected state
Delta : singlet bond pairing amplitude, + on x bonds and - on y bonds
gamma = (cos kx + cos ky)/2,  eta = (cos kx - cos ky)/2
xi = -A gamma - mu,  A = 4 g_t t + 1.5 g_s J chi,  E = sqrt(xi^2 + D^2 eta^2)
Energies are in eV; the lattice constant is 1.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import dblquad, quad
from scipy.linalg import expm
from scipy.optimize import brentq, fsolve, minimize_scalar

t, J = 0.3, 0.1


def hop_factor(x):
    return 2 * x / (1 + x)


def spin_factor(x):
    return 4 / (1 + x) ** 2


def make_grid(n):
    """Midpoints of the quarter zone, folded on the diagonal kx = ky."""
    c = np.cos((np.arange(n) + 0.5) * np.pi / n)
    i, j = np.triu_indices(n)
    weight = np.where(i == j, 1.0, 2.0) / n**2
    return weight, (c[i] + c[j]) / 2, (c[i] - c[j]) / 2


def averages(grid, A, D, mu, extended_s=False):
    """Zone averages of xi/E, gamma xi/E and form^2/E."""
    w, gamma, eta = grid
    form = gamma if extended_s else eta
    xi = -A * gamma - mu
    E = np.sqrt(xi**2 + (D * form) ** 2)
    ratio = xi / E
    return w @ ratio, w @ (gamma * ratio), w @ (form**2 / E)


def scales(v, gt, gs):
    """Band scale A, gap amplitude D and mu from the solver variables."""
    chi, log_delta, shifted_mu = v
    return (4 * gt * t + 1.5 * gs * J * chi,
            1.5 * gs * J * np.exp(log_delta), shifted_mu - 1)


def solve(grid, x, guess, gt=None, gs=None):
    """Self-consistent solution; variables are chi, ln Delta, 1 + mu."""
    gt = hop_factor(x) if gt is None else gt
    gs = spin_factor(x) if gs is None else gs

    def residual(v):
        holes, hop, pair = averages(grid, *scales(v, gt, gs))
        return [v[0] + hop, 1 - 1.5 * gs * J * pair, holes - x]

    v = fsolve(residual, guess, xtol=1e-12)
    assert np.max(np.abs(residual(v))) < 1e-8
    return v


def energy(x, chi, delta):
    return (-4 * hop_factor(x) * t * chi
            - 0.75 * spin_factor(x) * J * (chi**2 + delta**2))


# --- Projection factors and Wick formula from a two-site Fock space ---
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ops = []
for mode in range(4):
    m = np.eye(1)
    for site in range(4):
        m = np.kron(m, parity if site < mode else lower if site == mode else one)
    ops.append(m)
iu, idn, ju, jd = ops
I16 = np.eye(16)
number = [c.T @ c for c in ops]
hop_half = iu.T @ ju + idn.T @ jd
hop_op = (hop_half + hop_half.T) / 2
pair_half = iu.T @ jd.T - idn.T @ ju.T
pair_op = (pair_half + pair_half.T) / 2
Sz = [(number[0] - number[1]) / 2, (number[2] - number[3]) / 2]
Sp = [iu.T @ idn, ju.T @ jd]
SS = Sz[0] @ Sz[1] + (Sp[0] @ Sp[1].T + Sp[0].T @ Sp[1]) / 2


def gaussian_state(x, hopping, pairing):
    K = (np.log((1 + x) / (1 - x)) * sum(number)
         - 2 * hopping * hop_op - 2 * pairing * pair_op)
    rho = expm(-K)
    return rho / np.trace(rho)


rho = gaussian_state(0.1, 0.5, 0.4)
chi2, del2, ss2 = [np.trace(rho @ o) for o in (hop_op, pair_op, SS)]
assert abs(chi2) > 0.05 and abs(del2) > 0.05
assert abs(ss2 + 3 / 8 * (chi2**2 + del2**2)) < 1e-12

x_test = 0.10
rho = gaussian_state(x_test, 1e-3, 0.8e-3)
filling = (1 - x_test) / 2
amp_empty = np.sqrt(x_test / (1 - filling) ** 2)
amp_single = np.sqrt(filling / (filling * (1 - filling)))
P = I16
for a, b in ((0, 1), (2, 3)):
    na, nb = number[a], number[b]
    P = P @ (amp_empty * (I16 - na) @ (I16 - nb)
             + amp_single * (na + nb - 2 * na @ nb))
projected = P @ rho @ P
projected /= np.trace(projected)
ratios = [np.trace(projected @ o) / np.trace(rho @ o)
          for o in (hop_op, pair_op, SS)]
assert abs(np.trace(projected @ sum(number)) / 2 - (1 - x_test)) < 1e-5
assert abs(ratios[0] - hop_factor(x_test)) < 1e-5
assert abs(ratios[1] - hop_factor(x_test)) < 1e-5
assert abs(ratios[2] - spin_factor(x_test)) < 1e-4

# --- Doping sweep by continuation from half filling ---
grid = make_grid(600)
dopings = np.round(np.arange(31) * 0.01, 2)
solutions = []
for x in dopings:
    if len(solutions) == 0:
        guess = np.array([0.30, np.log(0.30), 1.001])
    elif len(solutions) == 1:
        guess = solutions[0] + np.array([0, 0, -0.003])
    else:
        guess = 2 * solutions[-1] - solutions[-2]
    solutions.append(solve(grid, x, guess))
solutions = np.array(solutions)
chi, delta, mu = solutions[:, 0], np.exp(solutions[:, 1]), solutions[:, 2] - 1
gap = 1.5 * spin_factor(dopings) * J * delta
phi = hop_factor(dopings) * delta
assert np.all(np.diff(gap) < 0) and np.all(np.diff(delta) < 0)
peak = int(np.argmax(phi))
assert 0 < peak < len(phi) - 1
assert np.all(np.diff(phi[:peak + 1]) > 0) and np.all(np.diff(phi[peak:]) < 0)

# --- Half filling and the initial slope of the dome ---
half = dblquad(lambda a, b: np.sqrt((np.cos(a)**2 + np.cos(b)**2) / 2),
               0, np.pi / 2, 0, np.pi / 2, epsabs=1e-8)[0] * (2 / np.pi)**2 / 2
assert abs(chi[0] - half) < 1e-5 and abs(delta[0] - half) < 1e-5
x_small = 0.002
small = solve(grid, x_small, solutions[0] + np.array([0, 0, -0.0005]))
slope = hop_factor(x_small) * np.exp(small[1]) / x_small
assert abs(slope / (2 * half) - 1) < 0.02

# --- Momentum formulas against real-space diagonalization ---
i10, i20 = 10, 20
L = 12
N = L * L
A10, D10, mu10 = scales(solutions[i10], hop_factor(0.10), spin_factor(0.10))
h, pairing = -mu10 * np.eye(N), np.zeros((N, N))
x_bonds = []
for a in range(L):
    for b in range(L):
        i = a * L + b
        for da, db, form_sign in ((1, 0, 1), (0, 1, -1)):
            j = ((a + da) % L) * L + (b + db) % L
            wrap = -1 if a + da == L or b + db == L else 1
            h[i, j] = h[j, i] = -wrap * A10 / 4
            pairing[i, j] = pairing[j, i] = form_sign * wrap * D10 / 4
            if da:
                x_bonds.append((i, j, wrap))
levels, vectors = np.linalg.eigh(np.block([[h, -pairing], [-pairing, -h]]))
occupied = vectors[:, levels < 0]
G = occupied @ occupied.T
chi_real = np.mean([2 * s * G[i, j] for i, j, s in x_bonds])
delta_real = np.mean([2 * s * G[i, N + j] for i, j, s in x_bonds])
holes_real = 1 - 2 * np.mean(np.diag(G)[:N])
holes_k, hop_k, pair_k = averages(make_grid(L // 2), A10, D10, mu10)
assert abs(chi_real + hop_k) < 1e-10
assert abs(delta_real - D10 * pair_k) < 1e-10
assert abs(holes_real - holes_k) < 1e-10

# --- Self-consistency against direct minimization over trial states ---
medium = make_grid(120)


def trial_energy(ratio, x, extended_s=False):
    m = brentq(lambda q: averages(medium, 1, ratio, q, extended_s)[0] - x,
               -5, 0.5, xtol=1e-14)
    _, hop, pair = averages(medium, 1, ratio, m, extended_s)
    return energy(x, -hop, ratio * pair)


v_med = solve(medium, 0.10, solutions[i10])
A_med, D_med, _ = scales(v_med, hop_factor(0.10), spin_factor(0.10))
e_med = energy(0.10, v_med[0], np.exp(v_med[1]))
best_d = minimize_scalar(trial_energy, bounds=(0.05, 3), args=(0.10,),
                         method="bounded", options={"xatol": 1e-7})
best_s = minimize_scalar(trial_energy, bounds=(0.05, 3), args=(0.10, True),
                         method="bounded", options={"xatol": 1e-5})
assert abs(best_d.x - D_med / A_med) < 1e-4
assert abs(best_d.fun - e_med) < 1e-9
assert best_d.fun < best_s.fun


def normal_energy(x):
    """Projected Fermi sea without pairing."""
    w, gamma, _ = grid
    order = np.argsort(-gamma)
    filled = np.cumsum(w[order])
    chi_n = 2 * np.interp((1 - x) / 2, filled, np.cumsum((w * gamma)[order]))
    return energy(x, chi_n, 0.0)


gain = {x: normal_energy(x) - energy(x, chi[k], delta[k])
        for x, k in ((0.10, i10), (0.20, i20))}
assert gain[0.10] > gain[0.20] > 0

# --- Which factor lowers the gap between x = 0.10 and x = 0.20 ---


def frozen_gap(gt_end, gs_end):
    v = solutions[i20]
    for s in np.linspace(0, 1, 7)[1:]:
        gt = (1 - s) * hop_factor(0.20) + s * gt_end
        gs = (1 - s) * spin_factor(0.20) + s * gs_end
        v = solve(grid, 0.20, v, gt, gs)
    return 1.5 * gs_end * J * np.exp(v[1])


gap_hop_frozen = frozen_gap(hop_factor(0.10), spin_factor(0.20))
gap_spin_frozen = frozen_gap(hop_factor(0.20), spin_factor(0.10))
assert gap_hop_frozen > gap[i20] and gap_spin_frozen > gap[i20]

# --- Grid convergence and logarithmic growth of the pairing average ---
fine = make_grid(900)
v_fine = solve(fine, 0.30, solutions[-1])
assert abs(np.exp(v_fine[1]) / delta[-1] - 1) < 5e-3
A30, _, mu30 = scales(v_fine, hop_factor(0.30), spin_factor(0.30))
cos_sum = -2 * mu30 / A30


def fermi_line(k):
    cx = np.cos(k)
    cy = cos_sum - cx
    return ((cx - cy) / 2) ** 2 / (A30 / 2 * np.sqrt(1 - cy**2))


N_eta = 2 * quad(fermi_line, 0, np.arccos(cos_sum / 2))[0] / np.pi**2
growth = (averages(fine, A30, 0.004, mu30)[2]
          - averages(fine, A30, 0.008, mu30)[2])
assert abs(growth / (2 * N_eta * np.log(2)) - 1) < 0.02
coupling = 2 * N_eta * 1.5 * spin_factor(0.30) * J

# --- Maximum of the dome ---
optimum = minimize_scalar(
    lambda x: -hop_factor(x) * np.exp(solve(grid, x, solutions[peak])[1]),
    bounds=(dopings[peak - 1], dopings[peak + 1]), method="bounded",
    options={"xatol": 1e-5})
x_opt = optimum.x
v_opt = solve(grid, x_opt, solutions[peak])
_, gap_opt, mu_opt = scales(v_opt, hop_factor(x_opt), spin_factor(x_opt))
hartree = physical_constants["Hartree energy in eV"][0]

print(f"t = {t:.3f} eV, J = {J:.3f} eV, t/J = {t / J:.3f}")
print("Two-site projection at x = 0.10 (dimensionless):")
print(f"  hopping ratio {ratios[0]:.5f}, pairing ratio {ratios[1]:.5f}")
print(f"  spin ratio {ratios[2]:.5f}")
print(f"  formulas g_t {hop_factor(0.1):.5f}, g_s {spin_factor(0.1):.5f}")
print(f"Half filling: chi = Delta = {half:.5f} (integral)")
print(f"Phi/x at x = {x_small}: {slope:.4f}; 2 Delta(0) = {2 * half:.4f}")
print("Columns: x, g_t, g_s, chi, Delta, D (eV), mu (eV), Phi")
for k in (0, 2, 5, 8, 10, 12, 15, 18, 20, 25, 30):
    x = dopings[k]
    print(f"  {x:.2f} {hop_factor(x):.4f} {spin_factor(x):.4f} {chi[k]:.4f}"
          f" {delta[k]:.4f} {gap[k]:.5f} {mu[k] + 0.0:.5f} {phi[k]:.5f}")
print(f"Dome maximum: x = {x_opt:.4f}, Phi = {-optimum.fun:.5f}")
print(f"  chi = {v_opt[0]:.4f}, Delta = {np.exp(v_opt[1]):.4f}")
print(f"  gap amplitude D = {gap_opt:.5f} eV = {gap_opt / hartree:.6f} hartree")
print(f"  quasiparticle energy at (pi,0) = {np.hypot(mu_opt, gap_opt):.5f} eV")
print("Trial-state minimization at x = 0.10:")
print(f"  D/A from minimum {best_d.x:.5f}, from equations {D_med / A_med:.5f}")
print(f"  d-wave energy {best_d.fun:.6f} eV per site")
print(f"  best extended-s trial energy {best_s.fun:.6f} eV per site")
print(f"Energy gain over unpaired state, x = 0.10: {gain[0.10]:.6f} eV per site")
print(f"Energy gain over unpaired state, x = 0.20: {gain[0.20]:.6f} eV per site")
print("Gap amplitude at x = 0.20 with one factor kept at its x = 0.10 value:")
print(f"  g_t kept: {gap_hop_frozen:.5f} eV; g_s kept: {gap_spin_frozen:.5f} eV")
print("Pairing average at x = 0.30 when D is halved, 0.008 to 0.004 eV:")
print(f"  growth {growth:.4f} per eV; 2 N_eta ln 2 = {2*N_eta*np.log(2):.4f} per eV")
print(f"  N_eta = {N_eta:.4f} per eV, coupling 3 g_s J N_eta = {coupling:.4f}")
print("every check passed")
```

Running it gives:

```
t = 0.300 eV, J = 0.100 eV, t/J = 3.000
Two-site projection at x = 0.10 (dimensionless):
  hopping ratio 0.18182, pairing ratio 0.18182
  spin ratio 3.30579
  formulas g_t 0.18182, g_s 3.30579
Half filling: chi = Delta = 0.33874 (integral)
Phi/x at x = 0.002: 0.6725; 2 Delta(0) = 0.6775
Columns: x, g_t, g_s, chi, Delta, D (eV), mu (eV), Phi
  0.00 0.0000 4.0000 0.3387 0.3387 0.20324 0.00000 0.00000
  0.02 0.0392 3.8447 0.3536 0.3212 0.18522 -0.00495 0.01260
  0.05 0.0952 3.6281 0.3676 0.2969 0.16158 -0.01374 0.02828
  0.08 0.1481 3.4294 0.3763 0.2736 0.14077 -0.02366 0.04054
  0.10 0.1818 3.3058 0.3802 0.2582 0.12804 -0.03076 0.04695
  0.12 0.2143 3.1888 0.3831 0.2425 0.11600 -0.03816 0.05197
  0.15 0.2609 3.0246 0.3860 0.2179 0.09887 -0.04980 0.05685
  0.18 0.3051 2.8727 0.3874 0.1913 0.08242 -0.06211 0.05835
  0.20 0.3333 2.7778 0.3877 0.1719 0.07163 -0.07079 0.05731
  0.25 0.4000 2.5600 0.3861 0.1170 0.04494 -0.09508 0.04681
  0.30 0.4615 2.3669 0.3807 0.0589 0.02092 -0.12579 0.02720
Dome maximum: x = 0.1776, Phi = 0.05837
  chi = 0.3873, Delta = 0.1935
  gap amplitude D = 0.08372 eV = 0.003077 hartree
  quasiparticle energy at (pi,0) = 0.10365 eV
Trial-state minimization at x = 0.10:
  D/A from minimum 0.31480, from equations 0.31480
  d-wave energy -0.135330 eV per site
  best extended-s trial energy -0.128187 eV per site
Energy gain over unpaired state, x = 0.10: 0.007034 eV per site
Energy gain over unpaired state, x = 0.20: 0.001620 eV per site
Gap amplitude at x = 0.20 with one factor kept at its x = 0.10 value:
  g_t kept: 0.09642 eV; g_s kept: 0.09488 eV
Pairing average at x = 0.30 when D is halved, 0.008 to 0.004 eV:
  growth 0.4587 per eV; 2 N_eta ln 2 = 0.4571 per eV
  N_eta = 0.3297 per eV, coupling 3 g_s J N_eta = 0.2341
every check passed
```
